# Foldy–Wouthuysen expansion through 1/m³, checked against exact Landau levels

## 1. Definitions and conventions

Units are \(\hbar=c=1\) unless a unit is written. A particle of charge \(q\) and mass \(m\) moves in prescribed classical potentials \(\mathbf A(\mathbf x,t)\) and \(\phi(\mathbf x,t)\). Its Dirac Hamiltonian is

\[
H=\beta m+O+V,\qquad O=\boldsymbol\alpha\cdot\boldsymbol\pi,\quad V=q\phi,\quad \boldsymbol\pi=\mathbf p-q\mathbf A .
\]

The fields are

\[
\mathbf E=-\nabla\phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
\]

In the representation used here,

\[
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\boldsymbol\Sigma=\begin{pmatrix}\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix}.
\]

An operator is even if it commutes with \(\beta\) and odd if it anticommutes with it. Thus \(V\) is even and \(O\) is odd: \(O\) couples the upper two components to the lower two. The aim is a unitary change of wave function that removes the odd part, order by order in \(1/m\), leaving a two-component Hamiltonian \(h\) for positive energies.

The counting is strict: momenta, fields and frequencies are held fixed while \(m\) grows, and the fields are smooth. Radiative corrections, including the anomalous magnetic moment, are left out.

## 2. The simple case: a static magnetic field

Set \(\phi=0\) and take \(\mathbf A\) independent of time. Write a stationary state as \((u,v)\). The Dirac equation becomes

\[
(\boldsymbol\sigma\cdot\boldsymbol\pi)v=(\varepsilon-m)u,\qquad
(\boldsymbol\sigma\cdot\boldsymbol\pi)u=(\varepsilon+m)v .
\]

Acting on the second equation with \(\boldsymbol\sigma\cdot\boldsymbol\pi\) and using the first gives

\[
Ku=(\varepsilon^2-m^2)u,\qquad K\equiv(\boldsymbol\sigma\cdot\boldsymbol\pi)^2 .
\]

Conversely, each eigenstate \(u\) of \(K\) gives one positive-energy solution, with \(v=(\boldsymbol\sigma\cdot\boldsymbol\pi)u/(\varepsilon+m)\) and \(\varepsilon=\sqrt{m^2+K}\). For \(K\ll m^2\),

\[
\varepsilon=m+\frac{K}{2m}-\frac{K^2}{8m^3}+\frac{K^3}{16m^5}-\dots \tag{1}
\]

To evaluate \(K\), use \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\), which gives \(K=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)\). The cross product does not vanish, because the components of \(\boldsymbol\pi\) do not commute:

\[
[\pi_x,\pi_y]=-q[p_x,A_y]-q[A_x,p_y]=iq(\partial_xA_y-\partial_yA_x)=iqB_z .
\]

Hence \(\boldsymbol\pi\times\boldsymbol\pi=iq\mathbf B\), and

\[
K=\boldsymbol\pi^2-q\boldsymbol\sigma\cdot\mathbf B. \tag{2}
\]

The term \(K/2m\) therefore contains both the kinetic energy and the Pauli term \(-q\boldsymbol\sigma\cdot\mathbf B/2m\).

**Landau levels.** Let \(\mathbf B\) be uniform along \(z\). Since \([\pi_x,\pi_y]=iqB\), the two transverse components, divided by \(\sqrt{|qB|}\), form a canonical pair up to their order. The operator \(\pi_x^2+\pi_y^2\) is then twice an oscillator Hamiltonian of frequency \(|qB|\), with eigenvalues \(|qB|(2n+1)\), \(n=0,1,\dots\) The Pauli part contributes \(s|qB|\), with \(s=\pm1\). Thus

\[
K=p_z^2+|qB|(2n+1+s)=p_z^2+2|qB|N,\qquad N=n+\frac{1+s}{2},
\]

\[
\varepsilon_N=\sqrt{m^2+p_z^2+2|qB|N}. \tag{3}
\]

Apart from the orbital degeneracy of each Landau level, \(N=0\) occurs once (\(n=0,s=-1\)). Each \(N\ge1\) occurs twice, as \((n=N-1,s=+1)\) and \((n=N,s=-1)\).

Any correct \(h\) must reproduce (1) when \(\mathbf E=0\). But this limit is blind to every term containing \(\mathbf E\), so those terms need a derivation and tests of their own.

## 3. The general case: first rotation

Let \(\psi'=e^X\psi\), where \(X\) may depend on time. Multiplying \((H-i\partial_t)\psi=0\) by \(e^X\) gives

\[
H'-i\partial_t=e^X(H-i\partial_t)e^{-X}.
\]

Time dependence is therefore included by treating \(\mathcal E\equiv V-i\partial_t\) as a single even operator. Define

\[
F\equiv[O,\mathcal E]=[O,V]+i(\partial_tO). \tag{4}
\]

The second term follows from \([O,-i\partial_t]=-iO\partial_t+i\partial_tO=i(\partial_tO)\), where the bracket on the right means the derivative of \(O\) alone.

Choose \(X=\beta O/2m\). Because \(X^\dagger=O\beta/2m=-X\), the transformation is unitary. For odd \(k\), \(O^k\) anticommutes with \(\beta\); for even \(k\) it commutes. Therefore

\[
[X,O^k]=\frac{\beta O^{k+1}}m\ (k\text{ odd}),\qquad
[X,\beta O^k]=-\frac{O^{k+1}}m\ (k\text{ even}). \tag{5}
\]

The second rule with \(k=0\) gives \([X,\beta m]=-O\), which cancels the original odd term. Writing \(C_n(Y)\) for the \(n\)-fold commutator of \(X\) with \(Y\), repeated use of (5) gives

\[
C_1(\beta m)=-O,\quad C_2(\beta m)=-\frac{\beta O^2}{m},\quad C_3(\beta m)=\frac{O^3}{m^2},\quad C_4(\beta m)=\frac{\beta O^4}{m^3},
\]

\[
C_1(O)=\frac{\beta O^2}{m},\quad C_2(O)=-\frac{O^3}{m^2},\quad C_3(O)=-\frac{\beta O^4}{m^3}.
\]

For \(\mathcal E\), which commutes with \(\beta\), and \(F\), which is odd,

\[
C_1(\mathcal E)=\frac{\beta F}{2m},\qquad
C_2(\mathcal E)=\frac{\beta O\beta F-\beta F\beta O}{4m^2}=-\frac{[O,F]}{4m^2}.
\]

Here \(\beta O\beta=-O\) and \(\beta F\beta=-F\). The next commutator, \(C_3(\mathcal E)\), is odd and of order \(m^{-3}\).

The expansion \(e^XYe^{-X}=\sum_nC_n(Y)/n!\) now gives the coefficients:

- \(O\): \(1-1=0\).
- \(\beta O^2/m\): \(1-\tfrac12=\tfrac12\).
- \(O^3/m^2\): \(-\tfrac12+\tfrac16=-\tfrac13\).
- \(\beta O^4/m^3\): \(-\tfrac16+\tfrac1{24}=-\tfrac18\).

The transformed operator is

\[
\beta\left(m+\frac{O^2}{2m}-\frac{O^4}{8m^3}\right)+\mathcal E-\frac{[O,F]}{8m^2}+O'+\dots,
\]

\[
O'=\frac{\beta F}{2m}-\frac{O^3}{3m^2}+\mathcal O(m^{-3}). \tag{6}
\]

The odd part has been reduced by one power of \(m\), but not removed.

## 4. The second rotation and the term it leaves

Take \(X'=\beta O'/2m\), which is of order \(m^{-2}\). The rules (5) hold with \(O\) replaced by \(O'\). The commutator with \(\beta m\) removes \(O'\), and the even remainder is

\[
[X',O']+\tfrac12[X',[X',\beta m]]
=\frac{\beta O'^2}{m}-\frac{\beta O'^2}{2m}
=\frac{\beta O'^2}{2m}.
\]

To leading order \(O'^2=\beta F\beta F/4m^2=-F^2/4m^2\). The second rotation therefore adds

\[
-\frac{\beta F^2}{8m^3} \tag{7}
\]

to the even part.

Let \(W\) denote the rest of the even operator, beginning with \(\mathcal E\). The commutator \([X',W]\) is odd and of order \(m^{-2}\), while \(\frac12[X',[X',W]]\) is even and of order \(m^{-4}\). Removing the new odd term by a third rotation changes the even part by its square divided by \(2m\), which is of order \(m^{-5}\). Later rotations have smaller generators. Thus, through \(m^{-3}\),

\[
H_{\rm even}=\beta\left(m+\frac{O^2}{2m}-\frac{O^4}{8m^3}-\frac{F^2}{8m^3}\right)+V-\frac{[O,F]}{8m^2}. \tag{8}
\]

**Test of the algebra.** Nothing in this derivation requires \(O\) and \(V\) to be differential operators. They can be replaced by finite hermitian matrices with the same block structure, and the full matrix diagonalized. For a six-dimensional random example with no time dependence, the largest error in the positive eigenvalues falls by 16.15 when \(m\) doubles, close to the \(2^4\) expected of an \(m^{-4}\) error. Without the \(F^2\) term the factor is 8.02, close to \(2^3\).

## 5. Electric and magnetic fields

The potential and the time derivative contribute to \(F\) as follows:

\[
[O,q\phi]=-iq\boldsymbol\alpha\cdot\nabla\phi,\qquad
i(\partial_tO)=-iq\boldsymbol\alpha\cdot\partial_t\mathbf A,
\]

so

\[
F=iq\boldsymbol\alpha\cdot\mathbf E,\qquad F^2=-q^2\mathbf E^2. \tag{9}
\]

The two pieces combine into the gauge-invariant electric field. The minus sign in \(F^2\) turns (7) into \(+q^2\mathbf E^2/8m^3\) for the upper block.

For the commutator, the product rule for Pauli matrices gives

\[
[O,F]=iq\left\{\boldsymbol\pi\cdot\mathbf E-\mathbf E\cdot\boldsymbol\pi
+i\boldsymbol\Sigma\cdot(\boldsymbol\pi\times\mathbf E-\mathbf E\times\boldsymbol\pi)\right\}.
\]

Since \(\boldsymbol\pi\cdot\mathbf E-\mathbf E\cdot\boldsymbol\pi=-i\nabla\cdot\mathbf E\),

\[
[O,F]=q\nabla\cdot\mathbf E+q\boldsymbol\Sigma\cdot(\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E). \tag{10}
\]

Inserting (2), (9) and (10) in the upper block of (8) gives

\[
\boxed{\begin{aligned}
h={}&m+\frac{\boldsymbol\pi^2-q\boldsymbol\sigma\cdot\mathbf B}{2m}+q\phi
-\frac{q}{8m^2}\nabla\cdot\mathbf E\\
&-\frac{q}{8m^2}\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E)\\
&-\frac{(\boldsymbol\pi^2-q\boldsymbol\sigma\cdot\mathbf B)^2}{8m^3}
+\frac{q^2\mathbf E^2}{8m^3}+\mathcal O(m^{-4}).
\end{aligned}} \tag{11}
\]

After the rest energy come the kinetic and Pauli terms and the potential, then the Darwin and spin-orbit terms. The last line holds the correction to the kinetic and Pauli energy and a term quadratic in the electric field. The term \(q^2\mathbf E^2/8m^3\) belongs to the strict \(1/m^3\) count in this representation. When \(\mathbf E\) depends on time it, or an equivalent term, can shift energies at that order, as Section 6 shows; when \(\mathbf E\) is static it can be rotated away, as shown under "Freedom of form" below.

Identities (2), (9) and (10) were also tested symbolically on a two-component wave function with arbitrary \(\mathbf A(\mathbf x,t)\) and \(\phi(\mathbf x,t)\).

**Hermiticity.** Reversing the operator order in the adjoint gives \((\mathbf E\times\boldsymbol\pi)^\dagger=-\boldsymbol\pi\times\mathbf E\). The spin-orbit combination is thus an operator plus its adjoint. Moving the derivatives to the right gives

\[
\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E
=2\mathbf E\times\boldsymbol\pi+i\nabla\times\mathbf E
=2\mathbf E\times\boldsymbol\pi-i\partial_t\mathbf B .
\]

When \(\mathbf B\) changes with time, \(\mathbf E\times\boldsymbol\pi\) alone is not hermitian, and the last term repairs this. When \(\nabla\times\mathbf E=0\), the spin-orbit term reduces to \(-q\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)/4m^2\).

**Central potential.** Let \(\mathbf A=0\) and \(q\phi=U(r)\), so that \(q\mathbf E=-U'\mathbf r/r\). With \(\mathbf L=\mathbf r\times\mathbf p\) and \(\mathbf S=\boldsymbol\sigma/2\), the two \(m^{-2}\) terms become

\[
\frac{\nabla^2U}{8m^2}+\frac{U'}{2m^2r}\mathbf L\cdot\mathbf S .
\]

For a weakly bound Coulomb state with coupling \(\lambda\ll1\), momenta scale as \(m\lambda\) and distances as \(1/(m\lambda)\). Then \(p^4/m^3\sim m\lambda^4\), while \(q\mathbf E\sim m^2\lambda^3\) makes the quadratic field term \(\sim m\lambda^6\). It may be dropped at order \(m\lambda^4\), but this is a different count from a strict expansion in \(1/m\). For a point charge, moreover, \(\mathbf E^2\propto r^{-4}\), and its expectation value in an s state diverges at small \(r\). The smooth-field assumption has failed there.

**Freedom of form.** A further even unitary transformation \(e^{iG}\), with \(G\) hermitian and of order \(m^{-3}\), changes \(h\) at that order by \(i[G,q\phi]-\partial_tG\). The operator form (11) is therefore a choice of representation. As an example take \(G=q(\boldsymbol\pi\cdot\mathbf E+\mathbf E\cdot\boldsymbol\pi)/16m^3\). Then \(i[G,q\phi]=q^2\mathbf E\cdot\nabla\phi/8m^3\), and \(-\partial_tG=q^2\mathbf E\cdot\partial_t\mathbf A/8m^3-q(\boldsymbol\pi\cdot\partial_t\mathbf E+\partial_t\mathbf E\cdot\boldsymbol\pi)/16m^3\). The sum replaces \(q^2\mathbf E^2/8m^3\) by \(-q(\boldsymbol\pi\cdot\partial_t\mathbf E+\partial_t\mathbf E\cdot\boldsymbol\pi)/16m^3\). For a static \(\mathbf E\) the quadratic field term is thus removed from the operators carrying \(m^{-3}\). It is traded, not lost: the same rotation adds \(i[G,K/2m]\), which carries \(m^{-4}\). For static potentials the mean of \([G,K/2m+q\phi]\) vanishes in a stationary state of \(K/2m+q\phi\), so there \(i[G,K/2m]\) has the mean \(q^2\langle\mathbf E^2\rangle/8m^3\). This agrees with the count because in a fixed potential the momenta of such states grow with \(m\): as \(m^{1/4}\) near a quadratic minimum, where the shift goes as \(m^{-7/2}\), and as \(m^{1/2}\) at a fixed energy above it, where the shift goes as \(m^{-3}\). In both cases it is of no lower order in \(1/m\) than terms such as \(p^6/16m^5\) that (11) omits. If observables other than the energy are calculated, their operators must be transformed too.

## 6. A time-dependent test: rotating vector potential

Let \(\phi=0\) and take the uniform potential

\[
\mathbf A=a(\cos\omega t,\sin\omega t,0).
\]

Then \(\mathbf B=0\), and the whole electric field comes from \(-\partial_t\mathbf A\). The canonical momentum is conserved; choose it along \(z\), with value \(p_z\).

The substitution \(\psi=e^{-i\omega t\Sigma_z/2}\chi\) follows the rotation of the field. Its time derivative adds \(-\omega\Sigma_z/2\), so \(\chi\) obeys a Dirac equation with the constant Hamiltonian

\[
H_{\rm rot}=\boldsymbol\alpha\cdot(-qa,0,p_z)+\beta m-\frac{\omega\Sigma_z}{2}.
\]

Its eigenvalues are the quasienergies in this frame. Over one period the substitution contributes \(e^{-i\pi\Sigma_z}=-1\). Direct propagation for one period at \(m=10\) agrees with this construction to \(3.4\times10^{-7}\) in the largest matrix element.

At \(t=0\), \(\mathbf E=(0,-a\omega,0)\) and \(\boldsymbol\pi=(-qa,0,p_z)\). Hence

\[
\mathbf E\times\boldsymbol\pi=(-a\omega p_z,\,0,\,-qa^2\omega).
\]

With \(K=q^2a^2+p_z^2\), equation (11) becomes, in the rotating frame,

\[
\begin{aligned}
h_{\rm rot}={}&m+\frac K{2m}-\frac{K^2}{8m^3}+\frac{q^2a^2\omega^2}{8m^3}-\frac{\omega\sigma_z}{2}\\
&+\frac{q^2a^2\omega}{4m^2}\sigma_z+\frac{qa\omega p_z}{4m^2}\sigma_x .
\end{aligned}
\]

For \(q=-1\), \(a=1\), \(\omega=0.7\), \(p_z=0.8\), the largest absolute errors in the two positive quasienergies are:

| \(m\) | all terms | no \(\mathbf E^2\) | no spin-orbit |
|---:|---:|---:|---:|
| 10 | \(2.04\times10^{-5}\) | \(8.17\times10^{-5}\) | \(1.73\times10^{-3}\) |
| 20 | \(1.25\times10^{-6}\) | \(8.90\times10^{-6}\) | \(4.36\times10^{-4}\) |
| 40 | \(7.69\times10^{-8}\) | \(1.03\times10^{-6}\) | \(1.09\times10^{-4}\) |
| 80 | \(4.77\times10^{-9}\) | \(1.24\times10^{-7}\) | \(2.73\times10^{-5}\) |

From \(m=40\) to \(80\) the errors fall by 16.12, 8.31 and 4.00, as expected for leading errors of order \(m^{-4}\), \(m^{-3}\) and \(m^{-2}\).

The sizes can be traced as well. At \(m=80\) the quadratic field term is \(0.7^2/(8\times80^3)=1.20\times10^{-7}\), close to the error made by omitting it. The \(\sigma_z\) part of the spin-orbit term is \(0.7/(4\times80^2)=2.73\times10^{-5}\), which matches the last column. The \(\sigma_x\) part acts between states already split by about \(\omega\), so it enters the energies only at second order, as \(m^{-4}\).

## 7. A test of the Darwin term

The rotating field has no divergence. For the Darwin term take \(q\phi=U(x)=(\cos x)/m\), with \(\mathbf A=0\) and motion along \(x\). The spin-orbit term then vanishes, because \(\mathbf E\) and \(\mathbf p\) are parallel.

The potential is scaled as \(1/m\) so that it stays comparable with \(p^2/2m\). The Darwin term, \(U''/8m^2=-(\cos x)/8m^3\), is then of the same order as \(p^4/8m^3\). Omitted terms without \(U\) begin with \(p^6/16m^5\), and omitted terms with \(U\) carry at least \(m^{-4}\times m^{-1}\). The error should therefore scale as \(m^{-5}\).

For wave functions of period \(2\pi\) in \(x\), the largest error in the lowest three levels falls from \(4.76\times10^{-6}\) at \(m=10\) to \(1.48\times10^{-7}\) at \(m=20\). The ratio is 32.2, against an expected \(2^5=32\). Without the Darwin term the errors are \(9.30\times10^{-5}\) and \(1.16\times10^{-5}\), with ratio 8.0. The term \(U'^2/8m^3\) is itself of order \(m^{-5}\) here, so this case does not decide its coefficient. In the strict count a static field cannot, since the term can then be traded for one carrying \(m^{-4}\), the order that (11) omits; within the form (11) the rotating field fixes it.

## 8. Landau levels in numbers

Return to the static magnetic field, now for an electron with \(p_z=0\) in a chosen field \(B=10^8\) T. Restoring constants, the expansion parameter is

\[
b=\frac{e\hbar B}{m^2c^2}=0.022655,\qquad mc^2=510.999\ {\rm keV},\qquad b\,mc^2=11.57676\ {\rm keV}.
\]

The exact Dirac energy above rest is

\[
\varepsilon_N-mc^2=mc^2\left(\sqrt{1+2bN}-1\right).
\]

The two \(N=1\) states reach the same value of \(K\) differently. For \(n=0\), spin up, the kinetic and Pauli parts of \(K/2m\) are \(5.78838+5.78838\) keV. For \(n=1\), spin down, they are \(17.36515-5.78838\) keV. Both sums are 11.57676 keV to within rounding. Because \(-K^2/8m^3\) depends on the same \(K\), it preserves the degeneracy. Keeping only \(-\boldsymbol\pi^4/8m^3\) would split the pair, since \(\boldsymbol\pi^2\) differs between the two states. The degeneracy belongs to the Dirac equation. For a real electron the anomalous moment, left out here, scales the Pauli term by about \(1.00116\). To leading order this moves the two states by \(\pm0.00116\times5.788\ {\rm keV}\approx\pm6.7\) eV and splits them by about 13 eV, more than the \(N=1\) residual found below. The numbers that follow test the expansion of the Dirac levels, not measured levels to that precision.

For \(N=1\) the next correction is

\[
-\frac{(2b)^2}{8}mc^2=-\frac b2\,(b\,mc^2)=-0.0113275\times11.57676\ {\rm keV}=-0.13114\ {\rm keV},
\]

which gives 11.4456 keV. The energies above rest, in keV, are:

| \(N\) | exact Dirac | through \(1/m\) | through \(1/m^3\) |
|---:|---:|---:|---:|
| 0 | 0 | 0 | 0 |
| 1 | 11.4485 | 11.5768 | 11.4456 |
| 2 | 22.6515 | 23.1535 | 22.6290 |
| 3 | 33.6240 | 34.7303 | 33.5501 |

Relative to the exact energy above rest, the \(N=1\) error drops from 1.1% to 0.025%, and the \(N=3\) error from 3.3% to 0.22%.

The remaining differences are 2.889, 22.501 and 73.989 eV for \(N=1,2,3\). The next term of (1), \((2bN)^3mc^2/16\), predicts 2.971, 23.767 and 80.215 eV. The prediction is slightly too large because the following term in the series is negative: it is \(-5K^4/128m^7\), or \(-\tfrac58(2bN)\) times the preceding one. That is \(-2.8\%\) for \(N=1\) and \(-8.5\%\) for \(N=3\), against actual differences, from unrounded energies, of \(-2.7\%\) and \(-7.8\%\); still later terms supply the small remainder. Halving \(B\) reduces the \(N=1\) residual by 7.89, near the leading factor of 8.

The series in (1) converges for \(K<m^2\), here \(2bN<1\), or \(N\le22\). For larger \(N\) the exact levels still exist, but the series diverges. Just above the limit, as for \(N=23\), its partial sums at first come closer to the exact level, but as more terms are added they eventually move away from it without bound. The truncated expression \(K/2m-K^2/8m^3\) even turns downward beyond \(K=2m^2\) and is unbounded below. The \(m^{-3}\) terms must therefore be used as corrections to low-momentum states, not as a Hamiltonian valid at all momenta. The numerical output collects the values used in these checks.

## Calculated quantities

```
Operator identities for arbitrary A(x,t), phi(x,t): hold
Block matrices: factor by which error falls when m doubles
  all terms 16.15; without F^2 term 8.02
Rotating field, natural units (hbar = c = 1):
  q = -1, a = 1.0, omega = 0.7, pz = 0.8
  one-period propagator vs static frame (m=10): 3.4e-07
  largest quasienergy error: m, all terms, no E^2, no spin-orbit
   10  2.042e-05  8.167e-05  1.729e-03
   20  1.248e-06  8.905e-06  4.362e-04
   40  7.693e-08  1.034e-06  1.093e-04
   80  4.771e-09  1.244e-07  2.734e-05
  error ratio m=40 to m=80: 16.12, 8.31, 4.00
Potential energy (1/m) cos x, natural units, lowest 3 levels:
  error, all terms: m=10 4.76e-06, m=20 1.48e-07, ratio 32.2
  error, no Darwin: m=10 9.30e-05, m=20 1.16e-05, ratio 8.0
Electron Landau levels, pz = 0:
  B = 1.0e+08 T, m c^2 = 510.9990 keV
  b = e hbar B/(m c)^2 = 0.022655, b m c^2 = 11.57676 keV
  N=1, n=0 spin up:   kinetic 5.78838, Pauli +5.78838 keV
  N=1, n=1 spin down: kinetic 17.36515, Pauli -5.78838 keV
  N, states, exact E-mc^2, 1/m, through 1/m^3 (keV);
     exact minus 1/m^3 value, predicted next term (eV)
  0  1  0.00000  0.00000  0.00000;  0.000  0.000
  1  2  11.44852  11.57676  11.44563;  2.889  2.971
  2  2  22.65148  23.15353  22.62898;  22.501  23.767
  3  2  33.62405  34.73029  33.55006;  73.989  80.215
  N=1 residual falls by 7.89 when B is halved
```
